# Surface and Bulk Madelung Constants of Unrelaxed MgO(001)

## Problem

An MgO crystal with the rock-salt structure fills the half space below a (001) surface. Every ion keeps its bulk position and is treated as a point charge, $+Ze$ for Mg and $-Ze$ for O. The nearest-neighbour distance is $d$. Write the potential at an ion of charge $sZe$, with $s=\pm1$, due to all the other ions as

$$\phi=-s\,\alpha\,\frac{Ze}{4\pi\varepsilon_0 d}. \tag{1}$$

(a) State how the conditionally convergent Coulomb sum is to be understood.

(b) Show that $\alpha_s\approx1.682$ for an ion in the outermost plane, compared with $\alpha_b\approx1.748$ in the bulk.

(c) Find $\alpha$ in the second plane, and the electric field at a surface ion.

(d) For $d=0.21$ nm and $Z=2$, find how much the surface changes the site potentials and the gap between O-derived and Mg-derived levels. Estimate the main effects that the model omits.

## Solution

### (a) The meaning of the sum

Measure lengths in $d$ and put the chosen ion at the origin. The ion at $(i,j,k)$ has charge $s(-1)^{i+j+k}Ze$, so (1) gives

$$\alpha=-\sum_{(i,j,k)\neq0}\frac{(-1)^{i+j+k}}{\sqrt{i^2+j^2+k^2}} . \tag{2}$$

In the bulk $k$ takes all integer values; for a surface ion $k\le0$. The sum of absolute values diverges, so the ions must be grouped in a way that corresponds to a definite crystal.

Build the crystal from unit cubes with one eighth of an ion at each corner. An interior ion belongs to eight cubes and is complete. An ion in the top plane belongs to four cubes and is half complete. The other half comes from unit squares laid in the top plane, with one eighth of an ion at each corner, since four squares meet at each ion.

The alternating charges of a cube take a finite difference of $1/r$ along each of the three axes. At large distance its potential is therefore proportional to

$$\frac{\partial^3}{\partial x\,\partial y\,\partial z}\frac1r=-\frac{15xyz}{r^7}\sim r^{-4}.$$

The number of cubes between $r$ and $r+dr$ grows as $r^2dr$, and $\int r^2r^{-4}dr$ converges at large $r$. For a square the potential is proportional to $\partial_x\partial_y(1/r)=3xy/r^5\sim r^{-3}$, the number grows as $r\,dr$, and $\int r\,r^{-3}dr$ converges as well. Omitting the ion at the origin alters a finite number of cells and does not affect convergence.

The sum over cells is thus absolute and may be taken in any order. Adding cells along a line, then line by line, then layer by layer, restores complete rows and planes. The incomplete ions at the advancing boundary contribute terms that tend to zero. We may therefore sum rows first, then planes.

### (b) Rows, planes and half crystals

**The ion's own row.** There are two ions at each distance $i$, so

$$\alpha_{\rm row}=-2\sum_{i=1}^{\infty}\frac{(-1)^i}{i}=2\ln2=1.386294.$$

**A parallel row.** Consider a row at distance $\rho$ whose ion nearest the origin has weight $+1$. Its potential is

$$R(\rho)=\sum_{i=-\infty}^{\infty}\frac{(-1)^i}{\sqrt{i^2+\rho^2}} .$$

Since $(-1)^i=e^{i\pi\,i}$ (the first $i$ in the exponent being the imaginary unit), Poisson summation turns the sum into Fourier transforms taken at odd multiples of $\pi$:

$$\sum_i(-1)^if(i)=\sum_{m\ \rm odd}\tilde f(\pi m),\qquad \tilde f(q)=\int_{-\infty}^{\infty}f(x)\cos(qx)\,dx$$

for even $f$. Here $f(x)=(x^2+\rho^2)^{-1/2}$ decays slowly. One may multiply it by $e^{-\eta x^2}$ and let $\eta\to0$ at the end. The alternating sum has a limit, and $\tilde f$ is singular only at $q=0$, which is not among the points used. The modified Bessel function has the integral representation

$$K_0(q\rho)=\int_0^\infty\frac{\cos qx}{\sqrt{x^2+\rho^2}}\,dx ,\qquad q>0,$$

so $\tilde f(q)=2K_0(|q|\rho)$. Positive and negative $m$ contribute equally, which gives

$$R(\rho)=4\sum_{m=1,3,5,\dots}K_0(\pi m\rho). \tag{3}$$

**The ion's own plane.** The rows at $\pm j$ carry the additional sign $(-1)^j$. With the minus sign in (2),

$$\alpha_p=2\ln2-2\sum_{j=1}^{\infty}(-1)^jR(j). \tag{4}$$

The first three pairs of rows contribute $0.236330$, $-0.007333$ and $0.000260$. The full sum is $\alpha_p=1.615543$.

**A parallel plane.** At height $z>0$ above an ion of weight $+1$, a plane produces

$$V(z)=\sum_{i,j}\frac{(-1)^{i+j}}{\sqrt{i^2+j^2+z^2}} .$$

We need the transform $F(q,z)$ of $1/r$ over $x$ and $y$. Transforming $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ gives

$$\left(\frac{d^2}{dz^2}-q^2\right)F=-4\pi\delta(z).$$

The solution that decays on both sides is $F=Ae^{-q|z|}$. Its slope jumps by $-2qA$ at $z=0$, and this must equal $-4\pi$. Hence $A=2\pi/q$. Each ion occupies unit area, so Poisson summation adds no further factor:

$$V(z)=\sum_{\mathbf G}\frac{2\pi}{G}e^{-Gz},\qquad \mathbf G=\pi(m,n),\quad m,n\ \text{odd, of both signs}. \tag{5}$$

There is no $\mathbf G=0$ term because the plane is neutral. The smallest $G$ is $\pi\sqrt2$, so away from the plane the potential falls by a factor $e$ over each distance $d/(\pi\sqrt2)\approx0.23d$. The values are $V(1)=0.0667845$, $V(2)=0.0007826$ and $V(3)=0.0000092$.

**All planes on one side.** The plane at distance $k$ has an ion of sign $(-1)^k$ relative to the chosen ion directly in line with it. It contributes $-(-1)^kV(k)$ to $\alpha$. For each $G$ the sum over $k$ is geometric:

$$\sum_{k=1}^{\infty}(-1)^{k+1}e^{-Gk}=\frac{e^{-G}}{1+e^{-G}}=\frac1{e^G+1}.$$

Therefore

$$S=\sum_{k=1}^{\infty}(-1)^{k+1}V(k)=\sum_{\mathbf G}\frac{2\pi}{G}\,\frac1{e^G+1}=0.066011. \tag{6}$$

The four shortest vectors alone give $4\cdot\dfrac{2\pi}{\pi\sqrt2}\,\dfrac1{e^{\pi\sqrt2}+1}=\dfrac{4\sqrt2}{e^{\pi\sqrt2}+1}=0.065762$.

**The two constants.** A bulk ion has planes on both sides, a surface ion on one:

$$\alpha_b=\alpha_p+2S=1.615543+0.132022=1.747565,$$

$$\boxed{\alpha_s=\alpha_p+S=\frac{\alpha_p+\alpha_b}{2}=1.681554\approx1.682.} \tag{7}$$

Both numbers are the same for Mg and O sites and do not depend on $Z$.

As a test, (2) was also summed ion by ion over a finite block with $|i|,|j|\le60$, the charges on its side faces being halved and those on its vertical edges quartered to keep each plane neutral. With 12 planes below the ion the result is 1.681553; with 12 planes on each side it is 1.747564. Both agree with (7) to within the tolerance of $5\times10^{-6}$.

The ratio $\alpha_s/\alpha_b$ is 0.962, although the ion has lost one of its six nearest neighbours. That neighbour alone would contribute 1 to $\alpha$, but its whole plane contributes only $V(1)=0.067$: the other ions of the plane cancel most of its effect.

This argument needs neutral planes. On a polar termination such as unreconstructed (111), successive planes carry charge densities $\pm\sigma$. Each pair with separation $\delta$ then adds a potential step $\sigma\delta/\varepsilon_0$, and $N$ uncompensated pairs add $N\sigma\delta/\varepsilon_0$. The potential grows with thickness, and no surface constant of the present kind exists until the surface charge is compensated.

### (c) The second plane and the surface field

An ion with $l$ planes above it lacks all upper planes with $k>l$. Subtracting their contribution from the bulk value gives

$$\alpha_l=\alpha_b-\sum_{k=l+1}^{\infty}(-1)^{k+1}V(k). \tag{8}$$

For the second plane, $l=1$, the first missing term is $-V(2)$, so

$$\alpha_1\simeq1.747565+0.000783-0.000009\simeq1.748338$$

after rounding of the unrounded terms. This is slightly above the bulk value. The nearest missing plane has an ion of like charge directly overhead, and its removal strengthens the binding. In the third plane $\alpha_2=1.747555$, already within $10^{-5}$ of the bulk.

For the field, move the surface ion outward by a small $h$, with the others fixed. The contribution of its own plane is even in $h$ and has no first-order change. The distances to the lower planes become $k+h$, and (5) gives

$$\left.\frac{d\alpha}{dh}\right|_{0}=-\sum_{\mathbf G}2\pi\sum_{k\ge1}(-1)^{k+1}e^{-Gk}=-F,\qquad F=\sum_{\mathbf G}\frac{2\pi}{e^G+1}=0.29466.$$

From (1), the outward field is

$$E_z=-\frac{d\phi}{dz}=s\,\frac{Ze}{4\pi\varepsilon_0d^2}\,\frac{d\alpha}{dh}=-s\,F\,\frac{Ze}{4\pi\varepsilon_0d^2}. \tag{9}$$

It points outward at O ($s=-1$) and inward at Mg ($s=+1$). In both cases the electrostatic force is inward, towards the opposite charge below.

### (d) Numbers for MgO

The potential unit is

$$\frac{Ze}{4\pi\varepsilon_0d}=\frac{2\times1.43996\ \text{V nm}}{0.21\ \text{nm}}=13.714\ \text{V}.$$

The site potentials have magnitude $13.714\times1.747565=23.97$ V in the bulk and $13.714\times1.681554=23.06$ V at the surface. They differ by $13.714\times0.066011=0.905$ V.

At O the potential is positive and holds electrons. Its reduction raises an O-derived level by 0.905 eV (0.0665 Ry). At Mg the potential is negative, and its weakening lowers an Mg-derived level by the same amount. In this rigid-ion picture the gap narrows at the surface by $2\times0.905=1.81$ eV.

**Rumpling.** Let the surface O ions stand higher than the Mg ions by $0.02d$, a rough value, with each species displaced by $0.01d$. Direct summation gives $\alpha=1.6775$ at O and $1.6834$ at Mg. Their difference, 0.0059, agrees with the first-order estimate $0.02F$. The mean, 1.6805, is lower than $\alpha_s$ by 0.0011 (from unrounded values), about 2% of the surface-bulk difference. The Madelung contrast between the species is therefore little affected.

Rumpling also creates a dipole layer. One ion pair occupies an area $2d^2$ and has dipole moment $Ze(0.02d)$, so the potential step is

$$\frac{Ze(0.02d)}{\varepsilon_0\,2d^2}=2\pi(0.02)(13.714\ \text{V})=1.72\ \text{V},$$

with the interior at the higher potential.

**Electronic polarization.** By (9) the field at a surface ion is $0.29466\times13.714/0.21=19.2$ V/nm. It alternates in sign from site to site, so it is not a macroscopic field to be set against a breakdown strength. Take a rough O polarizability volume $a=0.0017\ \text{nm}^3$ and polarize only the surface O ions. Parallel dipoles normal to their plane oppose one another. With the lattice sum $\sum(d/r)^3=3.194$ over the other O sites, the field is divided by

$$1+\frac{3.194\,a}{d^3}=1.586.$$

This leaves about 12.1 V/nm. The dipole $4\pi\varepsilon_0aE$ on each area $2d^2$ gives a step $4\pi aE/(2d^2)=2.94$ V, with the interior at the lower potential. It opposes the rumpling step.

The surface sites lie in the middle of these dipole layers and see half of the net step relative to the interior. Simply combining the two values gives $(2.94-1.72)/2=0.61$ V. This is too small, because the 2.94 V was found for a flat surface. Lowering the surface Mg ions by $0.02d$ relative to O adds about $0.02\sum(d/r)^3=0.02\times5.84=0.117$ to the field factor at O, the sum running over the surface Mg sites. The raised position of O takes a little away, and the factor becomes about 0.40 instead of 0.295. The electronic step then rises to about 4.0 V and half the net step to about 1.1 V. Letting the deeper O planes polarize as well, and averaging over the actual positions of the displaced O and Mg ions, gives an offset of about 0.8 V.

On a flat surface the electronic dipoles shift O and Mg levels almost equally, and exactly so if only the surface O ions polarize. With the rumpling assumed here they also change the separation of these levels, but by less than 0.1 eV. The common shift is comparable with the 0.905 V found above. The Madelung constants alone therefore do not fix the offset of a surface level from its bulk counterpart.

**Screening of an added carrier.** An electron or hole polarizes its surroundings, which lowers the energy needed to create it. Model the carrier as a charge $e$ on a conducting sphere that fills a cavity of radius $d$, with a rough optical dielectric constant $\varepsilon=3$ for the crystal. In the bulk the energy gain is

$$\frac{e^2}{8\pi\varepsilon_0d}\left(1-\frac1\varepsilon\right)=2.29\ \text{eV}.$$

For a sphere centred on the surface plane, a radial field of equal strength in both halves satisfies the boundary conditions: it is tangential to the crystal surface and normal to the conducting sphere, whose charge divides between the vacuum and crystal halves in the ratio $1:\varepsilon$. Gauss's law, $2\pi r^2\varepsilon_0(1+\varepsilon)E=e$, then replaces $\varepsilon$ by $(1+\varepsilon)/2=2$. The gain falls to 1.71 eV. Counting one electron and one hole, the gap widens by 1.14 eV (from unrounded energies), which offsets more than half of the 1.81 eV narrowing. This widening is inversely proportional to the assumed cavity radius: a radius of $1.3d$ would give 0.88 eV, slightly less than half. It is an estimate of size only.

**The real surface.** The chosen spacing is typical of MgO, and its (001) surface is nonpolar, so the geometry is a reasonable starting point. The formal charge $Z=2$ is the fully ionic limit. With $Z=1.7$ and $d$ fixed, the narrowing falls in proportion to 1.54 eV. Heating from 300 to 1000 K with a rough linear expansion of $12\times10^{-6}$ K$^{-1}$ lowers it from 1.81 to about 1.80 eV at $Z=2$. Among the effects estimated here, the assumption that matters most for the gap is the neglect of carrier screening. Orbital overlap and band widths are also absent, as are steps, defects and any metal contact. The value 1.682 is a property of the ideal point-charge lattice; 1.81 eV is not a prediction of the measured gap change. The numerical output lists the main input parameters and results.

## Numbers as computed

```
own row, 2 ln 2: 1.386294
pair of rows at distance 1, contribution: 0.236330
pair of rows at distance 2, contribution: -0.007333
pair of rows at distance 3, contribution: 0.000260
alpha of isolated plane: 1.615543
plane potential V(1): 0.0667845
plane potential V(2): 0.0007826
plane potential V(3): 0.0000092
one-side sum S: 0.066011
S from four shortest G: 0.065762
alpha surface: 1.681554
alpha second layer: 1.748338
alpha third layer: 1.747555
alpha bulk: 1.747565
direct block sum, plane: 1.615542
direct block sum, surface: 1.681553
direct block sum, second layer: 1.748338
direct block sum, bulk: 1.747564
surface/bulk ratio: 0.9622
cube potential ratio on doubling distance: 16.00
square potential ratio on doubling distance: 8.00
field factor F: 0.29466
input d: 0.21 nm
input Z: 2.0
e/(4 pi eps0): 1.43996 V nm
potential unit Ze/(4 pi eps0 d): 13.714 V
bulk site potential magnitude: 23.97 V
surface site potential magnitude: 23.06 V
surface-bulk site shift per electron: 0.905 eV
same site shift: 0.0665 Ry
rigid-ion surface gap narrowing: 1.81 eV
surface field: 19.2 V/nm
input rumple / d: 0.02
rumpled alpha at O: 1.67751
rumpled alpha at Mg: 1.68341
rumpled mean alpha: 1.68046
rumple dipole step magnitude: 1.72 V
input O polarizability: 0.0017 nm^3
dipole lattice sum over O sites, times d^3: 3.194
depolarization divisor: 1.586
electronic dipole step magnitude: 2.94 V
half of net opposing steps: 0.61 V
input optical dielectric constant: 3.0
carrier polarization energy, bulk: 2.29 eV
carrier polarization energy, surface: 1.71 eV
gap widening from weaker polarization: 1.14 eV
input reduced charge: 1.7
gap narrowing at reduced charge: 1.54 eV
input linear expansion: 12 1e-6/K
input heating from 300 K: 700 K
gap narrowing at 1000 K: 1.795 eV
```
